# Drain Efficiency and Conduction Angle with Shorted Harmonics

**Q:** A transistor amplifier draws dc power and delivers radio-frequency power. You say that changing the gate bias changes the fraction delivered. Why should the bias matter, if the same transistor carries the same peak current?

**A:** Because the device heats when current flows while voltage stands across it, and the bias decides during which part of the cycle current flows. To make this quantitative I need a current waveform. Let $\theta=\omega t$ be the phase of the signal, and let the gate voltage be

$$v_G=V_B+A\cos\theta .$$

I assume that the transistor is a current source with a piecewise-linear transfer curve: the drain current $i$ is $g_m(v_G-V_t)$ above the threshold $V_t$ and zero below it. It does not depend on drain voltage as long as that voltage is not negative.

Suppose conduction occurs for $|\theta|<x$, with $0<x\le\pi$. The conduction angle is $\alpha=2x$. At the edge of conduction $v_G=V_t$, so $V_B-V_t=-A\cos x$. Inside the window, therefore,

$$i=g_mA(\cos\theta-\cos x).$$

The peak, at $\theta=0$, is $I_m=g_mA(1-\cos x)$. Eliminating $g_mA$ gives

$$i(\theta)=I_m\frac{\cos\theta-\cos x}{1-\cos x},\qquad |\theta|<x,$$

and zero elsewhere in the period. Class A is $x=\pi$, where the current just touches zero once per cycle. Class B is $x=\pi/2$, a half-cosine pulse. Class AB lies between them, and class C has $x<\pi/2$.

**Q:** A pulsed current should produce a pulsed voltage. If the drain voltage is also distorted, your calculation will depend on every detail of the load.

**A:** It would, so the load has to be specified. The current is even in $\theta$ and has the Fourier series

$$i=I_0+I_1\cos\theta+\sum_{n\ge2}I_n\cos n\theta .$$

The supply $V_{dd}$ feeds the drain through an ideal choke, which has no dc voltage drop. A blocking capacitor keeps dc out of the load. At the fundamental the load is a resistance $R$, and at every harmonic it is a short circuit. The harmonic currents flow, but they produce no voltage. An increase of drain current pulls the drain down, so

$$v(\theta)=V_{dd}-V_1\cos\theta,\qquad V_1=RI_1 .$$

The current-source assumption requires $v\ge0$, hence $V_1\le V_{dd}$. I call $V_1=V_{dd}$ full swing. Since $I_1$ depends on $x$, full swing requires the load $R=V_{dd}/I_1$ to be matched to the conduction angle.

**Q:** Then show me the two current components. I do not want to look them up.

**A:** The dc component is the average over one period. The integrand vanishes outside the window, so

$$I_0=\frac{1}{2\pi}\int_{-x}^{x}i\,d\theta
=\frac{I_m}{2\pi(1-\cos x)}\left[2\sin x-2x\cos x\right],$$

or

$$I_0=\frac{I_m(\sin x-x\cos x)}{\pi(1-\cos x)}.$$

For the fundamental, multiply the series by $\cos\theta$ and integrate. Since $\cos^2\theta$ integrates to $\pi$ over a period, the prefactor is $1/\pi$:

$$I_1=\frac{I_m}{\pi(1-\cos x)}\int_{-x}^{x}(\cos^2\theta-\cos x\cos\theta)\,d\theta .$$

The first term gives $x+\tfrac12\sin2x$, because $\cos^2\theta=\tfrac12(1+\cos2\theta)$. The second gives $-2\sin x\cos x=-\sin2x$. Their sum is $x-\tfrac12\sin2x$, so

$$I_1=\frac{I_m(2x-\sin2x)}{2\pi(1-\cos x)} .$$

**Q:** Before you divide one power by another, convince me that nothing is lost in the shorted harmonics.

**A:** The supply delivers $P_{dc}=V_{dd}I_0$. The load receives $P_1=\tfrac12V_1I_1$, where the half is the mean of $\cos^2\theta$. The heat in the transistor is the mean of $iv$:

$$\frac1{2\pi}\int_{-\pi}^{\pi}i(V_{dd}-V_1\cos\theta)\,d\theta
=V_{dd}I_0-\tfrac12V_1I_1 .$$

This is $P_{dc}-P_1$, so the budget closes. An ideal short has current but no voltage, and it absorbs no power. The drain efficiency, which does not count the gate drive power, is

$$\eta=\frac{P_1}{P_{dc}}=\frac{V_1}{V_{dd}}\,\frac{I_1}{2I_0}.$$

At full swing the first factor is one. Inserting the two currents cancels $I_m$, $\pi$ and $1-\cos x$:

$$\eta=\frac{2x-\sin2x}{4(\sin x-x\cos x)}
=\frac{\alpha-\sin\alpha}{4\sin(\alpha/2)-2\alpha\cos(\alpha/2)} .$$

**Q:** And what does this give for classes A and B?

**A:** In class A, $x=\pi$. The numerator is $2\pi$ and the denominator is $4(0+\pi)=4\pi$, so $\eta=1/2$, or 50 percent. In class B, $x=\pi/2$. The numerator is $\pi$ and the denominator is $4$, so $\eta=\pi/4$, or 78.5 percent.

As a numerical check, averages over sampled current pulses were compared with the formula at six conduction angles, from 60° to 360° in steps of 60°. The largest absolute difference in $\eta$ was $3\times10^{-10}$.

**Q:** Two values do not establish a trend. Does efficiency rise throughout as the conduction angle is reduced?

**A:** Yes, in this model at full swing. Write the efficiency as

$$\eta=\frac{\int i\cos\theta\,d\theta}{\int i\,d\theta}.$$

It is the mean of $\cos\theta$, weighted by the current. At full swing $v/V_{dd}=1-\cos\theta$, so a large cosine means a low drain voltage. Narrowing the pulse concentrates the current where the voltage is low.

To prove the trend, set $N=x-\tfrac12\sin2x$ and $D=2(\sin x-x\cos x)$, so that $\eta=N/D$. Then

$$N'=1-\cos2x=2\sin^2x,$$

$$D'=2(\cos x-\cos x+x\sin x)=2x\sin x .$$

The quotient rule, $\eta'=(N'-\eta D')/D$, gives

$$\frac{d\eta}{dx}=\frac{x\sin x}{\sin x-x\cos x}
\left(\frac{\sin x}{x}-\eta\right).$$

The prefactor is positive for $0<x<\pi$: its denominator starts from zero at $x=0$ and has the positive derivative $x\sin x$. For the bracket, let angle brackets denote a uniform average over $-x<\theta<x$, and let $c=\cos\theta$. The uniform mean is $\bar c=\langle c\rangle=\sin x/x$. Then

$$\eta-\bar c=\frac{\langle(c-\cos x)(c-\bar c)\rangle}{\langle c-\cos x\rangle}
=\frac{\langle(c-\bar c)^2\rangle}{\bar c-\cos x}>0 .$$

The second equality follows by writing $c-\cos x=(c-\bar c)+(\bar c-\cos x)$; the constant part drops out because $\langle c-\bar c\rangle=0$. The bracket is therefore negative, and $\eta$ falls as $x$ grows.

**Q:** Then I can make the conduction angle tiny and have a perfect amplifier.

**A:** The efficiency does approach one, but look at the power. For small $x$ the pulse is a parabola, $\cos\theta-\cos x\simeq\tfrac12(x^2-\theta^2)$. The weighted mean of $\theta^2$ is

$$\frac{\int_{-x}^{x}\theta^2(x^2-\theta^2)d\theta}{\int_{-x}^{x}(x^2-\theta^2)d\theta}
=\frac{4x^5/15}{4x^3/3}=\frac{x^2}{5}.$$

Since $\cos\theta\simeq1-\theta^2/2$, it follows that $\eta\simeq1-x^2/10$ to leading order. At $\alpha=60°$, where $x=0.524$, this gives 97.3 percent, as the full formula does to that precision.

In the same limit $2x-\sin2x\simeq4x^3/3$ and $1-\cos x\simeq x^2/2$, so $I_1\simeq4xI_m/(3\pi)$. At fixed supply and peak current the output power vanishes in proportion to $x$. Meanwhile the required gate amplitude,

$$A=\frac{I_m}{g_m(1-\cos x)}\simeq\frac{2I_m}{g_mx^2},$$

diverges. The perfect amplifier delivers nothing and needs unlimited drive.

**Q:** So going from class A to class B must already cost output power.

**A:** It does not, at fixed peak current and supply. Both classes have $I_1=I_m/2$ and deliver $V_{dd}I_m/4$ at full swing. Class B draws less dc. Between them the power is higher still. Differentiating $(2x-\sin2x)/(1-\cos x)$ gives a fraction with positive denominator and numerator

$$4\sin^2x(1-\cos x)-(2x-\sin2x)\sin x=2\sin x\,g(x),$$

$$g(x)=\sin x(2-\cos x)-x .$$

Here $g(0)=0$ and $g'=2\cos x(1-\cos x)$. Thus $g$ rises from zero up to $x=\pi/2$, then falls to $-\pi$ at $x=\pi$. It has one zero in between, and $I_1$ rises before it and falls after it. The zero is at $\alpha=245.1°$, where the power is 7.3 percent above that of class A and the ideal efficiency is 65.0 percent.

**Q:** My signal has a varying envelope. Do I still get 78.5 percent when the amplitude drops?

**A:** No. Hold the bias and load fixed, and reduce the gate amplitude to a fraction $a$ of its full value. In class A the current is $\tfrac12I_m(1+a\cos\theta)$. Its dc part is unchanged, while $I_1$ and $V_1$ both scale as $a$, so

$$\eta_A=\frac{a^2}{2}.$$

In class B the bias sits at threshold. The pulse keeps its width and its height scales as $a$. Now $I_0$, $I_1$ and $V_1$ all scale as $a$, and

$$\eta_B=\frac{\pi}{4}\,a .$$

At half amplitude the values are 12.5 and 39.3 percent. In classes AB and C the conduction angle itself changes with drive, because the window edge at fixed bias moves to $\cos x'=\cos x/a$. Once $a<|\cos x|$ no such angle exists: class AB then conducts throughout the cycle, and class C not at all.

**Q:** Is 78.5 percent at least a ceiling for any amplifier with a half-cosine current?

**A:** It is the ceiling when the harmonics are shorted. Suppose instead that the load permits a third-harmonic voltage:

$$v=V_{dd}-V_1(\cos\theta-r\cos3\theta).$$

The half-cosine pulse has no third-harmonic current, since

$$\int_{-\pi/2}^{\pi/2}\cos\theta\cos3\theta\,d\theta
=\left[\frac{\sin2\theta}{4}+\frac{\sin4\theta}{8}\right]_{-\pi/2}^{\pi/2}=0 .$$

The added voltage therefore carries no power, but it can flatten the bottom of the waveform and make room for a larger $V_1$. At $\theta=\pi/6$ we have $\cos3\theta=0$, so whatever $r$ is, $v\ge0$ requires $V_1\le(2/\sqrt3)V_{dd}$.

The choice $r=1/6$ reaches this bound. With $c=\cos\theta$ and $\cos3\theta=4c^3-3c$, the bracket becomes $\tfrac32c-\tfrac23c^3$. Its derivative vanishes at $c=\sqrt3/2$, where its value is $\tfrac{3\sqrt3}{4}-\tfrac{\sqrt3}{4}=\tfrac{\sqrt3}{2}$. This exceeds the endpoint value $5/6$ at $c=1$; for negative $c$ the function only changes sign, and at $c=-1$ it is $-5/6$. The efficiency limit rises to

$$\frac{\pi}{4}\,\frac{2}{\sqrt3}=0.907 .$$

This is a waveform limit. Sustaining a finite voltage with zero current at that frequency means an open circuit there, and a real device would need a small third-harmonic current to set up the voltage. With a resistive termination at that frequency, the current has the sign needed for flattening when the conduction angle is slightly above 180°, not slightly below.

**Q:** Enough ideal devices. Give me a transistor with a supply voltage and a current.

**A:** Take a gallium nitride transistor 1 mm wide at 3.5 GHz, with rough typical parameters: $V_{dd}=28$ V, $I_m=1.0$ A, $g_m=0.25$ S and $V_t=-3$ V. For the ideal class B stage, $I_0=I_m/\pi=0.318$ A and $I_1=0.500$ A. Hence

$$P_{dc}=28\times0.3183=8.91\ \text{W},$$

$$P_1=\tfrac12\times28\times0.500=7.00\ \text{W},$$

with $R=28/0.500=56$ Ω. The ratio is 78.5 percent. Class A delivers the same 7.00 W into the same 56 Ω, but draws $28\times0.500=14.00$ W.

**Q:** A real transistor cannot carry 1 A at zero drain voltage.

**A:** That is the largest single correction to class B among those I estimate here. Let the drain need at least a knee voltage $V_k=4$ V to carry the peak current. The swing is then $V_1=V_{dd}-V_k=24$ V. With the load reduced to $24/0.500=48$ Ω, the efficiency is multiplied by

$$1-\frac{V_k}{V_{dd}}=1-\frac{4}{28}=0.857 .$$

Class B drops from 78.5 to 67.3 percent, and class A from 50.0 to 42.9 percent.

**Q:** You also left out the gate drive. Surely class C pays for that.

**A:** It does. Count the drive by the power-added efficiency $(P_1-P_{in})/P_{dc}=\eta(1-1/G)$, where $G=P_1/P_{in}$ is the power gain. I assume a gain of 16 dB in class A and a constant gate input resistance, so that $P_{in}\propto A^2$. The gate amplitudes are 2 V in class A, 4 V in class B, and 8 V in class C with $\alpha=120°$.

Class B has the same output as class A for four times the input, so its gain falls by 6 dB to 10 dB, and its power-added efficiency is $67.3\times(1-0.1)=60.6$ percent. Class C needs sixteen times the class A input and has 0.782 of its output, which leaves 2.9 dB of gain. The results, with the knee included, are:

| Class | Drain eff. (%) | Power-added (%) |
|---|---:|---:|
| A | 42.9 | 41.8 |
| AB, 245° | 55.7 | 53.5 |
| B | 67.3 | 60.6 |
| C, 120° | 76.9 | 37.4 |

For these parameters the best power-added efficiency lies at 176°, close to class B. That closeness comes from the assumed gain: in the same model the best angle is about 225° for a class A gain of 10 dB, 198° for 13 dB and 151° for 20 dB.

**Q:** The lost power heats the channel, and a hot channel carries less current. Have you allowed for that?

**A:** Not yet. Take a base temperature of 358 K, a thermal resistance of 12 K/W and a current loss of 0.2 percent per kelvin. Let heating scale the whole current waveform by $s$, with the load and knee fixed. Then $P_{dc}$ scales as $s$. The output scales as $s^2$, because the voltage swing falls with the current. Thus $\eta$ scales as $s$, and

$$s=1-0.002\times12\,(P_{dc}s-P_1s^2),$$

with powers in watts. For class B, $P_{dc}=8.91$ W and $P_1=6.00$ W with the knee. The solution is $s=0.925$: the heat is about 3.1 W, the channel reaches 395 K, and the drain efficiency is 62.3 percent. For class A, $s=0.821$, the channel reaches 448 K and the efficiency is 35.2 percent.

Without drive, the class A stage turns all its supply power into heat. Setting $P_1=0$ and $P_{dc}=14$ W gives $s=1/(1+0.024\times14)=0.749$, so the heat is 10.5 W and the channel reaches 484 K. If the load were instead chosen again for the hot current, the full 24 V swing would return and this efficiency penalty would disappear from the model, though the lower output current would remain.

**Q:** What about the sharp threshold and the perfect harmonic shorts?

**A:** I can size them separately, starting each time from class B with the knee at 67.3 percent, without heating.

- For a gradual turn-on, let the current follow $\ln[1+e^{(v_G-V_t)/w}]$ with $w=0.2$ V. With the load set for the same 24 V swing, the efficiency is 67.0 percent.
- Replace the perfect shorts by a parallel resonant load of quality factor 5, with its resistance chosen so that the drain minimum stays at 4 V. The fundamental efficiency is 66.5 percent.
- If charge trapping raises the knee by 2 V, the result is $(\pi/4)(1-6/28)$, or 61.7 percent.
- A matching network with 0.3 dB loss leaves 62.8 percent at its output.

An output capacitance of 0.3 pF carries $2\pi fCV_1=0.158$ A at the fundamental, against 0.500 A in the load. It must be tuned out; a lossless tuning element would leave the efficiency unchanged.

**Q:** Does the voltage peak threaten the device, and how near is all this to a real amplifier?

**A:** In class B the drain peaks at $28+24=52$ V while the gate is at $-7$ V, so the drain-gate voltage reaches 59 V. In class C it reaches 67 V. Both are well below the rough breakdown value of 150 V assumed here, although a mismatched load could raise the peak. The gate-source voltage has its own limit: in the class C example the gate swings to $-15$ V relative to the source, which can exceed the rating of such a transistor and must be checked separately. At peak current the gate reaches $+1$ V in every class, so forward gate conduction must be checked too.

The supply, current per width and knee are in the usual range for gallium nitride radio-frequency transistors. The thermal resistance depends strongly on layout and substrate, and the roughly 10 W of standing heat in the undriven 1 mm class A device is a severe condition. Real amplifiers of this kind reach drain efficiencies of very roughly 60 to 70 percent at full power. The class B estimates with one or two corrections fall in or near that range, but this does not validate the model: real stages may shape their harmonics or be driven into the knee, which this calculation excludes. Of the class B corrections estimated here, the knee voltage is the largest: it alone takes 11 percentage points from the ideal figure. With the raised knee, the heating and the matching loss acting together, and the load set for a 22 V swing before heating, the model gives about 53 percent, which is below that range. Subtracting the three separate losses from 67.3 percent gives about 52 percent, so in this model they interact only weakly; the model leaves out any change of the knee or of trapping with temperature. The numerical output below gives the remaining values for the four classes.

## Calculated quantities

```
supply 28 V, peak current 1.0 A, knee 4 V
gm 0.25 S, threshold -3 V, frequency 3.5 GHz
thermal resistance 12 K/W, base 358 K
current loss 0.2 %/K, class A gain 16 dB
Ideal: angle (deg), efficiency (%), power / class A power
  360   50.00  1.0000
  300   55.13  1.0409
  240   66.05  1.0727
  180   78.54  1.0000
  120   89.68  0.7820
   60   97.30  0.4304
largest sampled efficiency error 3.0e-10
small-angle coefficient of x^2 in 1-eta: 0.10000
greatest power at angle 245.1 deg
Ideal, zero knee: I0 (A), I1 (A), load (ohm), Pdc (W), Pout (W), eta (%)
  A  0.5000 0.5000 56.0 14.00 7.00 50.0
  AB 0.4127 0.5365 52.2 11.55 7.51 65.0
  B  0.3183 0.5000 56.0 8.91 7.00 78.5
  C  0.2180 0.3910 71.6 6.10 5.47 89.7
With knee: load (ohm), Pout (W), eta (%), gain (dB), power-added eff. (%)
  A  48.0 6.00 42.9 16.0 41.8
  AB 44.7 6.44 55.7 14.0 53.5
  B  48.0 6.00 67.3 10.0 60.6
  C  61.4 4.69 76.9 2.9 37.4
Knee and heating: current factor, channel (K), Pout (W), eta (%)
  A  0.821 448 4.05 35.2
  AB 0.876 420 4.94 48.8
  B  0.925 395 5.14 62.3
  C  0.963 376 4.35 74.1
class A channel without drive 484 K
Gate: amplitude (V), bias (V), peak drain-gate voltage (V)
  A  2.00 -1.00 55.0
  AB 2.60 -1.60 56.2
  B  4.00 -3.00 59.0
  C  8.00 -7.00 67.0
rough drain-gate breakdown 150 V
best power-added efficiency 60.6 % at 176 deg
half drive, ideal: A 12.5 %, B 39.3 %
class B with third-harmonic voltage, ideal 90.7 %
Class B with knee, one further effect at a time:
  turn-on width 0.2 V: 67.0 %
  load quality factor 5: 66.5 %
  knee raised by 2 V: 61.7 %
  matching loss 0.3 dB: 62.8 %
  capacitance 0.3 pF: current 0.158 A to be tuned out
```
